\section*{When dense diagonalization beats block iterative solvers: the crossover fraction}

\section*{Question}

A self-consistent electronic-structure calculation needs the lowest $m$ eigenstates of an $N\times N$ Hamiltonian at every step. Dense diagonalization reduces the whole matrix; a block iterative solver works on little more than the $m$ wanted vectors. Above what fraction $f=m/N$ is the dense route cheaper, how does this crossover $f^*$ scale, and on which side of it do Gaussian, augmented-wave and plane-wave bases lie?

\section*{Answer}

There is no universal fraction. The crossover is set by the price of applying $H$ to a vector, by the number of applications needed, and by how slowly the machine performs memory-limited work. The first follows from counting operations and the second from the spectrum; the third is a property of the machine and enters as a parameter. For explicit matrices it matters mainly because a one-stage dense solver is assumed.

\subsection*{What is compared}

One dense diagonalization is compared with one update of a block of $b=\beta m$ vectors, where $\beta=1.2$ provides guard states; let $\phi=b/N=\beta f$. The update is a Chebyshev filter of degree $J$ followed by one Rayleigh--Ritz step. It starts from the block of the previous self-consistency step and has to reduce the remaining error by a factor $\varepsilon=0.01$. Both routes are assumed to need the same number of self-consistency steps.

``Augmented waves'' means linearized augmented plane waves. In this basis and in Gaussians the overlap matrix is not the unit matrix. Both solvers are taken to perform the same reduction to standard form, so its cost cancels in the crossover condition; the cost ratios quoted below exclude it. Setting up $H$ is left out, as is carrying the starting block over to a changed overlap matrix. Solvers that avoid the reduction are not covered.

Costs are leading operation counts divided by $N^3$. A complex multiply-add takes eight real operations and a real one takes two, so complex matrix algebra carries a common factor of four, which is divided out.

\subsection*{Cost of the dense route}

Householder tridiagonalization removes one row and column at a time. With $n$ rows left, it needs a matrix-vector product ($2n^2$ operations) and a symmetric rank-two update (four operations on each of about $n^2/2$ elements, again $2n^2$). Since $\sum_n n^2\simeq N^3/3$, each part costs $2/3$. Matrix-vector products are limited by memory traffic; let such work be $\rho$ times slower per operation than matrix-matrix work. The rank-two updates, like the reflector applications below, can be collected over several steps and applied as matrix-matrix products, whereas each matrix-vector product needs the result of the step before it. The weighted cost of tridiagonalization is then
\begin{equation}
t=\tfrac23(1+\rho).
\end{equation}
Transforming $m$ eigenvectors back applies reflectors of length $n$ to $m$ columns, at $4nm$ operations each, and $\sum_n 4nm\simeq 2N^2m$. The tridiagonal eigenproblem itself is taken as lower order. Hence
\begin{equation}
D=t+2f .
\end{equation}

This is the one-stage method, which is meant by the dense route below unless stated otherwise. A two-stage solver first reduces the matrix to a band, almost entirely with matrix-matrix products, and then reduces the band to tridiagonal form at lower order. Its eigenvectors must be transformed back twice, so its cost is about $\tfrac43+4f$, nearly independent of $\rho$.

\subsection*{Cost of the block route}

Let one application of $H$ to one vector cost $\eta N^2$. The filter needs $J$ applications per vector and the projected Hamiltonian one more, which gives $(J+1)\eta\phi$. The remaining parts are as follows.

Orthonormalization by Householder reflectors costs
\begin{equation}
\int_0^b 4(N-k)(b-k)\,dk=2Nb^2-\tfrac23b^3 ,
\end{equation}
and forming the orthonormal block explicitly costs the same again; together, $4\phi^2-\tfrac43\phi^3$. The projection $Q^\dagger(HQ)$ costs $2\phi^2$. Diagonalizing the $b\times b$ matrix with all its vectors costs $(t+2)\phi^3$. Rotating the block costs $2\phi^2$. The sum is
\begin{equation}
B=(J+1)\eta\phi+8\phi^2+\left(t+\tfrac23\right)\phi^3 .
\label{eq:block}
\end{equation}
Both algorithms were run with additions and multiplications counted, except those inside the tridiagonal eigenproblem, at four sizes with $f=1/4$, $\phi=1/3$, $J=3$, $\eta=2$, $\rho=1$. The cubic coefficients came out as $1.8333$ and $3.6296$, in agreement with $D$ and $B$.

\subsection*{Cost of applying the Hamiltonian}

For an explicit matrix, as in Gaussian and augmented-wave bases, $\eta=2$.

In plane waves the local potential is applied by two fast Fourier transforms on $M$ grid points, each taking $5M\log_2M$ real operations. Division by the common factor of four leaves $2.5M\log_2M$ for the pair. A sphere of radius $k$ in a cell of volume $\Omega$ holds $N=\Omega k^3/6\pi^2$ waves. The potential is kept up to wave vector $2k$, so its product with an orbital reaches $3k$. A grid spanning $4k$ in each direction folds $3k$ back to $-k$, on the surface of the sphere, so nothing spurious enters its interior. Therefore
\begin{equation}
M=\Omega\frac{(4k)^3}{(2\pi)^3}=\frac{8\Omega k^3}{\pi^3}=\frac{48}{\pi}N .
\end{equation}
With $P$ separable pseudopotential projectors, two products of $2NP$ operations are added:
\begin{equation}
\eta=\frac{2.5\,\rho\,M\log_2M}{N^2}+\frac{4P}{N}.
\label{eq:eta}
\end{equation}
The transform is treated as memory-limited, the projector products as matrix-matrix work. At fixed cutoff the first term falls as $\log N/N$ with growing cell, while the second stays constant because $P$ and $N$ both grow with the number of atoms.

\subsection*{How many applications are needed}

Order the eigenvalues as $\lambda_1\le\dots\le\lambda_N$, with eigenvectors $u_n$. If the projection of the block on the lowest $b$ eigenvectors is nonsingular, its span contains a vector $u_m+w$, with $w$ made of states above the $b$th. A polynomial $p(H)$, followed by division by $p(\lambda_m)$, turns it into $u_m+p(H)w/p(\lambda_m)$. Take $p=T_J$, the Chebyshev polynomial, with $[\lambda_{b+1},\lambda_N]$ mapped linearly onto $[-1,1]$. There $|T_J|\le1$, while $\lambda_m$ is mapped to $-x$ with
\begin{equation}
x=1+\frac{2(\lambda_{b+1}-\lambda_m)}{\lambda_N-\lambda_{b+1}} .
\end{equation}
The contamination thus shrinks at least by the factor $1/T_J(x)$. Since $T_J(x)=\cosh(J\,\mathrm{arccosh}\,x)$, a guaranteed reduction by $\varepsilon$ needs
\begin{equation}
J=\frac{\mathrm{arccosh}(1/\varepsilon)}{\mathrm{arccosh}\,x}.
\label{eq:J}
\end{equation}
$J$ is treated as continuous in the estimates. The bound holds in exact arithmetic. The filter also amplifies the lowest level, mapped to $-x_1$, over state $m$ by $T_J(x_1)/T_J(x_m)$; when this factor approaches $10^{16}$, double precision loses the upper states of the block. Valence-only spectra stay far below this. For the all-electron Gaussian matrices below the factor exceeds $10^{25}$, so the core states would have to be projected out or the filter split into several orthonormalized passes, at a cost not counted in Eq.~\eqref{eq:block}.

For a spectrum close to that of free electrons, $\lambda=k^2/2$ in atomic units, and the count of waves gives $\lambda_n\propto n^{2/3}$. Neglecting the difference between $b$ and $b+1$,
\begin{equation}
x=1+2\,\frac{\phi^{2/3}-f^{2/3}}{1-\phi^{2/3}} .
\label{eq:free}
\end{equation}
In a plane-wave test with model potential wells, $m=100$ and about $807$ waves, the gap and width averaged over four $k$ points gave $J=12.7$ and Eq.~\eqref{eq:free} gave $12.6$. On one of the four spectra, whose own gap and width require $J$ between $13$ and $14$, a filter of degree $14$ reduced the contamination to $0.0058$ of its initial value, within the bound of $0.0078$. The energy error of state $m$ fell from $1.7$ to $5.7\times10^{-5}$ eV. This ratio is close to the square of the damping. The Rayleigh quotient of $u_m+w$ exceeds $\lambda_m$ by $\sum_n|w_n|^2(\lambda_n-\lambda_m)/(1+|w|^2)$, which is quadratic in $w$; for small $w$ the ratio is therefore close to the squared damping when the filter leaves the mean energy of $w$ nearly unchanged. The start here was a random mixture of all outside states.

\subsection*{Scaling of the crossover}

For small $f$, Eq.~\eqref{eq:free} gives $x-1\simeq2f^{2/3}(\beta^{2/3}-1)$. With $\mathrm{arccosh}\,x\simeq\sqrt{2(x-1)}$, Eq.~\eqref{eq:J} becomes
\begin{equation}
J\simeq Cf^{-1/3},\qquad
C=\frac{\mathrm{arccosh}(1/\varepsilon)}{2\sqrt{\beta^{2/3}-1}}=7.37 .
\end{equation}
For an explicit matrix the leading terms of $D=B$ are $t=2\beta fJ=2\beta Cf^{2/3}$, so
\begin{equation}
f^*\simeq\left(\frac{t}{2\beta C}\right)^{3/2}.
\label{eq:small}
\end{equation}
For $\rho=1$, where $t=4/3$, this is $(1.333/17.69)^{3/2}=0.021$; the full equation gives $0.022$, or $N/m\approx46$. For a memory penalty $\rho=5$, $t=4$ and the full equation gives $0.12$, or $N/m\approx8$. With one-stage tridiagonalization, the machine factor alone moves the crossover more than fivefold; a two-stage solver largely removes this dependence ($f^*\approx0.023$ for both values). The values $1$ and $5$ are examples, not bounds: a single-core timing of real matrix-vector against matrix-matrix products at $N=2200$ gave $\rho\approx8$.

The starting error matters too. If a poor start required $\varepsilon=10^{-6}$, $\mathrm{arccosh}(1/\varepsilon)$ would rise from $5.30$ to $14.5$, and Eq.~\eqref{eq:small} would lower $f^*$ by $(14.5/5.30)^{3/2}\approx4.5$.

A second case is a prescribed $J$ that does not vary with $f$. The leading balance is then $t=2\beta f(J+1)$, and
\begin{equation}
f^*\simeq\frac{t}{2\beta(J+1)} .
\label{eq:fixed}
\end{equation}

The opposite limit is a Hamiltonian that costs nothing to apply. With $\eta=0$, $D=B$ reads
\begin{equation}
t+2f=8\beta^2f^2+\left(t+\tfrac23\right)\beta^3f^3 ,
\end{equation}
with roots $f^*=0.41$ for $\rho=1$ and $0.56$ for $\rho=5$. Above these fractions the algebra inside the block alone costs more than dense diagonalization. They are ceilings for this block algorithm with $\beta=1.2$; fewer guard states would raise them.

Solving $D=B$ for $J$ gives a criterion that needs no model of the spectrum:
\begin{equation}
J_{\rm be}=\frac{D-8\phi^2-(t+\frac23)\phi^3}{\eta\phi}-1 .
\end{equation}
Dense diagonalization wins if the required $J$ exceeds $J_{\rm be}$. The same formula applies to a preconditioned solver with a similar single Rayleigh--Ritz step only if the preconditioner and any other per-step work are included in $\eta$.

\subsection*{Three bases for one metal}

Take a 32-atom cell of hcp cobalt with a rough lattice constant of $2.5$ \AA\ and the ideal axial ratio, hence $11.05$ \AA$^3$ per atom. States are counted for one spin.

\paragraph{Gaussians.} All electrons are treated, with $15$ states per atom: nine core, five $3d$ and one $4s$. The sets def2-SVP, def2-TZVP and def2-QZVP give $N/m=2.1$, $3.0$ and $5.6$, or $f=0.48$, $0.33$ and $0.18$. To estimate $J$, a Hartree--Fock matrix of the free atom was built from a guess density without iteration. It leaves out self-consistency, correlation, relativity and the crystal, and serves only to indicate gap and spectral width. It places the $3d$ levels at $+4$ to $+6$ eV, in QZVP above $4p$, so that there its lowest $15$ levels are not the states listed. Iterating the majority-spin unrestricted Hartree--Fock matrix restores the order and gives gaps of $11.5$, $12.8$ and about $9$ eV (the last not fully converged) and widths of $142$, $140$ and $2.2\times10^4$ eV; both sets of $J$ are tabulated.

\begin{center}
\begin{tabular}{lccc}
 & SVP & TZVP & QZVP\\
required $J$, iterated density & 10 & 9 & 130\\
required $J$, guess density & 16 & 13 & 349\\
$J_{\rm be}$, $\rho=1$ & $-1.7$ & $-0.3$ & 2.0\\
$J_{\rm be}$, $\rho=5$ & 0.2 & 2.9 & 8.2
\end{tabular}
\end{center}

Dense diagonalization wins in every column. A negative $J_{\rm be}$ means that the block route loses before a single filter step. The largest set brings $f$ down, yet its block solver fares worst: the filtered width rises from about $152$ eV in the smaller sets to $2.2\times10^4$ eV. The small gap of $1.3$ eV is an artifact of the guess density; with the iterated gap of about $9$ eV, $J$ falls from $349$ to about $130$, still far the largest. With $J$ held at $349$, Eq.~\eqref{eq:fixed} gives $f^*\approx1.333/(2.4\times350)=0.0016$ for $\rho=1$. Enlarging a Gaussian basis therefore need not bring it nearer to the iterative regime. A preconditioner that removed the effect of the high levels at no cost would narrow the margin: with a width of $152$ eV and a gap of $9$ eV, $J$ would be about $11$, above both values of $J_{\rm be}$ but close to the larger, $8.2$. At this width a gap above about $16$ eV brings $J$ below $8.2$. Such a gap is possible in the crystal, where free-electron counting from one to four $sp$ states per atom gives about $18$ eV, so for a preconditioned solver at $\rho=5$ the atomic estimate does not settle the verdict.

\paragraph{Augmented waves.} With six valence states per atom, sphere radius $R=1.1$ \AA\ and $RK=8$, the cutoff is $K=7.27$ \AA$^{-1}$. Local orbitals are omitted. The basis holds $11.05\times7.27^3/6\pi^2\approx72$ waves per atom, so $N/m=12$ and $f=0.084$. The free-electron estimate gives $J=15$. It places the top of the spectrum at the kinetic energy of the cutoff; augmentation can push the highest levels above that and so raise $J$. For $\rho=1$,
\begin{align}
D&=1.333+0.167=1.50,\\
B&\approx16\times2\times0.100+8\times0.100^2+0.002\approx3.3,
\end{align}
and the dense route costs $0.46$ of the block route. For $\rho=5$, $D=4.17$ while $B$ hardly changes, and the ratio becomes $1.26$. The costs are equal when $\tfrac23(1+\rho)+0.167\approx3.3$, that is, near $\rho=3.7$. With one-stage tridiagonalization this basis sits in the crossover region, and the machine decides; even at $\rho=5$ the dense route wins once $J$ exceeds $19$. With a two-stage solver the dense cost is about $1.33+0.33=1.67$, half that of the block route, and dense diagonalization wins for both values of $\rho$.

\paragraph{Plane waves.} A norm-conserving description with six valence states and $18$ projectors per atom and a cutoff of $1200$ eV has $N=33\,373$ and $m=192$, so $N/m=174$ and $f=0.0058$. With $\rho=1$, Eq.~\eqref{eq:eta} gives
\begin{equation}
\eta\approx0.022+\frac{4\times576}{33\,373}=0.022+0.069=0.091 ,
\end{equation}
some twenty times less than for an explicit matrix; here the projectors dominate, while for $\rho=5$ the transform term grows to $0.11$ and exceeds them. The estimated $J$ is $40$, against $J_{\rm be}\approx2100$. Dense diagonalization costs about $50$ times more for $\rho=1$ and $80$ times more for $\rho=5$. If $m$ is raised at fixed $N$ and $P$, the crossover comes at $f^*=0.37$ and $0.53$, near the ceilings for a Hamiltonian that is free to apply.

Plane waves thus gain twice: their $f$ is small, falling as the cutoff energy to the power $-3/2$, and their crossover is high. The values of $J$ for the augmented and plane waves rest on free-electron level counting, not on a computed cobalt band structure; narrow $d$ bands can change the gap above the wanted states. In the limit of flat $d$ bands with only the $sp$ states free, the gap grows from about $5$ to $8$ eV, the augmented-wave $J$ falls to about $12$, and equal cost moves from $\rho\approx3.7$ to $2.7$. A moderate error in $J$ leaves the plane-wave verdict standing, given its margin of about fifty, but can reverse the augmented-wave one at $\rho=5$, where break-even lies at $J=19$. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Counted cubic coefficients: dense 1.8333, matvec 0.6667, block 3.6296 (N^3 operations)
Model coefficients: 1.8333, 0.6667, 3.6296 (f=1/4, phi=1/3, J=3)
FFT of 64 points: 1920 real operations
Test wells: depth 30 eV, radius 0.7 angstrom, cutoff 400 eV
Mean plane-wave count 807.0, volume formula 802.8
FFT grid points per plane wave 13.63, estimate 15.28
Filter degree, m=100, b=120: spectrum 12.73, free-electron 12.63
Degree 14: damping 0.00575, bound 0.00775
Ritz error of state m: before 1.7142 eV, after 5.677e-05 eV
beta = 1.2, eps = 0.01, C = 7.369, small-f crossover (rho=1) 0.0207
rho=1: explicit-matrix f* 0.0218 (N/m 45.9), zero-cost-H f* 0.4077
rho=5: explicit-matrix f* 0.1240 (N/m 8.1), zero-cost-H f* 0.5649
hcp-Co: a = 2.5 angstrom (rough), volume per atom 11.05 angstrom^3, 32 atoms
Co atom def2-svp: gap 4.12 eV, filtered width 152.3 eV
Gaussian def2-svp: N = 992, m = 480, f = 0.4839, N/m = 2.1, J = 16.2
  rho=1: eta 2.0000, J_be -1.68, dense/block cost 0.100, f* 0.0337
  rho=5: eta 2.0000, J_be 0.17, dense/block cost 0.211, f* 0.0989
Co atom def2-tzvp: gap 6.53 eV, filtered width 151.7 eV
Gaussian def2-tzvp: N = 1440, m = 480, f = 0.3333, N/m = 3.0, J = 12.9
  rho=1: eta 2.0000, J_be -0.26, dense/block cost 0.160, f* 0.0420
  rho=5: eta 2.0000, J_be 2.86, dense/block cost 0.369, f* 0.1220
Co atom def2-qzvp: gap 1.27 eV, filtered width 22035.4 eV
Gaussian def2-qzvp: N = 2688, m = 480, f = 0.1786, N/m = 5.6, J = 348.9
  rho=1: eta 2.0000, J_be 2.04, dense/block cost 0.011, f* 0.0016
  rho=5: eta 2.0000, J_be 8.20, dense/block cost 0.029, f* 0.0048
Augmented waves: sphere 1.1 angstrom, R*K = 8, K = 7.273 1/angstrom, 201.5 eV
Augmented waves: N = 2297, m = 192, f = 0.0836, N/m = 12.0, J = 15.0
  rho=1: eta 2.0000, J_be 6.07, dense/block cost 0.456, f* 0.0218
  rho=5: eta 2.0000, J_be 19.34, dense/block cost 1.264, f* 0.1240
Plane waves: cutoff 1200 eV, 18 projectors per atom
Plane waves: N = 33373, m = 192, f = 0.0058, N/m = 173.8, J = 40.4
  rho=1: eta 0.0907, J_be 2145.16, dense/block cost 51.101, f* 0.3708
  rho=5: eta 0.1775, J_be 3271.45, dense/block cost 78.459, f* 0.5276
\end{verbatim}
